When does a spin-spiral energy repeat from q to q+G?

**Q:** I computed spin-spiral energies for a ferromagnet on an hcp lattice, with two atoms per cell. At q = 0 the energy above the ferromagnet is zero. At the reciprocal lattice vector G = (0,0,1) it is 7.2 mRy per cell, in units of sin²θ, where θ is the cone angle. But q and q+G are the same wavevector, so E(q) must repeat. Where is the error?

**A:** Perhaps nowhere. How did you set the direction of each moment?

**Q:** Every moment makes the angle θ with a common axis. Its azimuth around that axis is

φ(R,a) = q·(R+τ_a) + α_a.

R is the lattice vector of the cell, τ_a the position of atom a in it, and α_a an extra phase. I set all α_a to zero.

**A:** Put q+G into that formula:

(q+G)·(R+τ_a) + α_a = q·(R+τ_a) + (α_a + G·τ_a) + G·R.

The last term is a multiple of 2π and changes no direction. The term G·τ_a remains, because τ_a is not a lattice vector. The arrangement of moments at q+G is therefore the arrangement at q with other phases:

E(q+G; α_a) = E(q; α_a + G·τ_a).

No form of the energy was used, since the two sides describe the same set of directions.

Without spin-orbit coupling, which I leave out throughout, a phase common to all atoms is a rotation about the spiral axis and costs nothing. Only the differences G·(τ_a−τ_b) matter. If they are all multiples of 2π, E repeats at fixed α_a. Otherwise E need not have period G, although symmetry can make the two energies equal at special q.

In your hcp cell, with a₁ and a₂ at 120°, atom A is at the origin and atom B at τ = a₁/3 + 2a₂/3 + c/2. For G = (h,k,l),

G·τ = 2π(h/3 + 2k/3 + l/2).

For (0,0,1) this is π. Your state at q = G has all A moments parallel and all B moments parallel, but the two sublattices differ by 180° in azimuth. It is not the ferromagnet.

**Q:** Then I had it backwards. Adding G changes the relative phase of the sublattices, so it turns an acoustic spiral into an optical one. The two branches interchange.

**A:** That happens in the case you picked, but it does not follow in general. We need the energy as a function of the phase. Take a Heisenberg model with unit vectors e_i,

E = −½ Σ_{i≠j} J_ij e_i·e_j,

where the sum counts each pair twice. For equal cone angles,

e_i·e_j = cos²θ + sin²θ cos(φ_j−φ_i) = 1 − sin²θ [1 − cos(φ_j−φ_i)].

The 1 gives the ferromagnetic energy E_FM. Define the lattice sum

J_ab(q) = Σ_R J(0a,Rb) exp[iq·(R+τ_b−τ_a)].

Since J_ij = J_ji, we have J_ba(q) = J_ab(q)*, so the sum over a and b below is real. Per cell,

E − E_FM = ½ sin²θ Σ_ab [J_ab(0) − exp(i(α_b−α_a)) J_ab(q)]
= ½ sin²θ Σ_ab u_a* L_ab(q) u_b,

with u_a = exp(iα_a) and

L_ab(q) = δ_ab Σ_c J_ac(0) − J_ab(q).

Now let the two atoms be equivalent, in the sense that both diagonal elements of L equal the same real number D. Write J_AB(q) = |J_AB| exp(iβ) and α = α_B−α_A. Then

u†Lu = 2D − J_AB exp(iα) − J_AB* exp(−iα) = 2D − 2|J_AB| cos(α+β).

Dividing the energy by sin²θ gives

ε = (E−E_FM)/sin²θ = D − |J_AB| cos(α+β).

The eigenvalues of L are λ± = D ± |J_AB|. Hence D = (λ₊+λ₋)/2 and |J_AB| = (λ₊−λ₋)/2, and

ε = λ₋ cos²[(α+β)/2] + λ₊ sin²[(α+β)/2].

A spiral with a prescribed phase is thus in general a mixture. The factor sin²[(α+β)/2] is its optical weight.

**Q:** Why may I call λ₋ and λ₊ the acoustic and optical branches? They came from static energies.

**A:** The same matrix governs the precession. Let both atoms carry the moment m, in Bohr magnetons, with g = 2, so the spin is S = m/2. Take e_i along the spin. The energy is unchanged if all e_i are reversed; for the moment direction of an electron the sign below flips, which reverses the sense of precession but not the frequencies. The field acting on e_i is h_i = Σ_j J_ij e_j, and

ħS de_i/dt = e_i × h_i.

Near the ferromagnet e_i ≈ (x_i, y_i, 1). To first order the equation reads

ħS dx_i/dt = Σ_j J_ij (y_i−y_j),
ħS dy_i/dt = −Σ_j J_ij (x_i−x_j).

Add i times the second line to the first and set ψ_i = x_i + iy_i:

ħS dψ_i/dt = −i Σ_j J_ij (ψ_i−ψ_j).

The wave ψ = v_a exp[iq·(R+τ_a) − iωt] then gives

ħωS v_a = Σ_b L_ab(q) v_b, so ħω = λ/S = 2λ/m.

At each q, I call the lower branch acoustic and the upper one optical. Your state at G = (0,0,1) is the state q = 0 with α = π. At q = 0, D = J_AB(0) is real, so its energy is ε = 2J_AB(0). Your positive 7.2 mRy therefore means J_AB(0) > 0, β = 0 and ε = λ₊(0). With m = 1 it corresponds to an optical magnon at q = 0 of 14.4 mRy, or 196 meV.

**Q:** Do these magnon branches also fail to repeat?

**A:** They repeat. From its definition, J_ab(q+G) = exp[iG·(τ_b−τ_a)] J_ab(q), so

L(q+G) = U†L(q)U, with U = diag[exp(iG·τ_a)].

U is unitary, so the eigenvalues are unchanged. If v is an eigenvector at q, then U†v is one at q+G with the same eigenvalue. Adding G does not exchange the two frequencies. It changes the relative phase of the two atoms in each mode by −G·τ, while your calculation kept α fixed.

**Q:** Then let me follow my spiral with α = 0 along the c axis. Where does it leave the acoustic branch?

**A:** Take nearest neighbours with the ideal axial ratio. Each atom has six in-plane neighbours with coupling J = 1.0 mRy and six in the adjacent planes with J′ = 0.6 mRy. These are round model parameters. For q = (0,0,l), the in-plane sum stays at 6J, so

D = 6J + 6J′ − 6J = 6J′.

Three neighbours of atom A lie at height +c/2 and three at −c/2, so

J_AB = 3J′[exp(iπl) + exp(−iπl)] = 6J′ cos(πl).

With α = 0,

ε = 6J′[1 − cos(πl)] = 3.6 mRy × [1 − cos(πl)].

The branches are λ± = 6J′[1 ± |cos(πl)|]. They touch at l = 0.5, where J_AB passes through zero and changes sign:

l = 0.25: ε = 1.054, λ₋ = 1.054, λ₊ = 6.146 mRy
l = 0.50: ε = λ₋ = λ₊ = 3.600 mRy
l = 0.75: ε = 6.146, λ₋ = 1.054, λ₊ = 6.146 mRy
l = 1.25: ε = 6.146, λ₋ = 1.054, λ₊ = 6.146 mRy

The spiral moves smoothly from the acoustic to the optical branch at the zone boundary. Its energy has period 2 in l, while the pair of branches has period 1. Here your interchange is complete.

**Q:** What spoils it elsewhere?

**A:** Two separate things can. The first is G·τ. Adding G replaces β by β+G·τ. Start from a pure acoustic spiral, α+β = 0. After the shift its optical weight is sin²(G·τ/2), which is 1 only if G·τ = π modulo 2π. At q = 0 the ferromagnet is such a start, because J_AB(0) = 6J′ is positive and λ₋(0) = 0. Thus, with α = 0,

ε(G) = λ₊(0) sin²(G·τ/2).

For G = (1,0,0) the phase is 120°, and ε = 0.75 × 7.2 = 5.4 mRy. For (1,0,1) it is 300°, and ε = 0.25 × 7.2 = 1.8 mRy. For (1,1,0) and (0,0,2) it is a multiple of 360°, and ε = 0.

The second is the starting state. Take q = (0.4, 0, 0.1), where λ₋ = 9.320 mRy, λ₊ = 12.352 mRy and β = 21.7°. With α = 0 the optical weight is already sin²(10.9°) = 0.036, and ε = 9.428 mRy. Adding (0,0,1) changes the weight to sin²(100.9°) = 0.964 and ε to 12.244 mRy. A phase of π exchanges the two weights, so the energies obey

ε(q) + ε(q+G) = λ₋ + λ₊,
9.428 + 12.244 = 9.320 + 12.352 = 21.672 mRy.

But neither state is a pure mode.

**Q:** Suppose I start from a pure acoustic mode and choose G·τ = π. Is the exchange then safe for any two atoms?

**A:** For equivalent atoms, yes, wherever the two branches have different energies. Where they touch, no mode is singled out as acoustic or optical. For inequivalent ones the amplitudes matter too. Let v = (v_A, v_B) be the normalized acoustic mode at q, still with equal moments. Keeping these amplitudes at q+G amounts to using Uv at q, with U = diag(1,−1). The overlap with the old acoustic mode is

v†Uv = |v_A|² − |v_B|².

The rest of the state is optical. Since |v_A|² + |v_B|² = 1, its weight is

1 − (|v_A|² − |v_B|²)² = 4|v_A|²|v_B|².

This is 1 only for equal amplitudes. If the in-plane coupling on sublattice B is lowered to 0.5 mRy, the acoustic mode at (1/3,0,0) acquires an optical weight of 0.66 at q+(0,0,1). With equal couplings it acquires 1.

**Q:** Can I recover a periodic E(q) by letting the phases relax?

**A:** Yes, if you reach the lowest energy over all phases. The map α_a → α_a+G·τ_a merely relabels the set of phases, so the minimum over the whole set is the same at q and q+G. For two equivalent atoms the minimum is D − |J_AB| = λ₋. At q+(1,0,1), with the general q above, relaxation lowers ε from 9.646 to 9.320 mRy, which is λ₋(q).

There is a trap in following forces alone. The derivative

dε/dα = |J_AB| sin(α+β)

vanishes at α+β = π as well as at 0. On the c axis at l = 1.25, the choice α = 0 sits at this maximum. A relaxation started there feels no torque on the phase and can remain optical.

**Q:** My colleague uses q·R + α_a instead, and her energies repeat without relaxation. Is her convention better?

**A:** It holds something else fixed. G·R is a multiple of 2π, so her energy has period G at fixed α_a. But R depends on which copy of atom B is assigned to the cell. In your convention her choice α = 0 means α = −q·τ, which is −66° at our general q. With D = 10.836 mRy and |J_AB| = 1.516 mRy,

ε = 10.836 − 1.516 cos(21.7°−66°) = 9.751 mRy.

If she assigns the copy displaced by a₁, the phase changes by a further −q·a₁ = −144°, and ε becomes 12.336 mRy. The crystal is the same, but α = 0 now names another spiral. Energies from the two conventions can be compared after the phases are converted.

**Q:** Much of this used Heisenberg couplings. Does the phase rule survive for electrons?

**A:** It must, because it compares identical arrangements. A model chain illustrates it: atoms at 0 and 0.3a, hoppings of 100 mRy across the short bond (0.3a) and 60 mRy across the long one (0.7a), a planar spiral exchange field of 200 mRy, and one electron per cell. The energy is the sum of the occupied levels. For q = (2π/a)/6 and α = 0, a ring of 24 cells gives −308.51 mRy per cell. At q+G, with G = 2π/a, it gives −278.00 mRy.

Here G·τ = 0.3 × 360° = 108°. A separate calculation in the rotating spin frame, at the original q but with α = 108°, also gives −278.00 mRy. After minimization over the phase, both q and q+G give −308.82 mRy. The numerical check tests these equalities, and it checks the magnon frequencies against a numerical linearization of the precession equation.

**Q:** So when my two energies differ, I should compare the phases before I look for a bug.

**A:** Yes. Evaluate the state at q with each α_a increased by G·τ_a. Converge the k mesh in both runs, because in the rotating spin frame adding G also moves the k points by G/2. If the energy at q with the new phases still differs from the one at q+G, and both runs reached the same electronic state, there is a fault to find. If it agrees, the difference you saw is the cost of changing the relative phase. Whether the new state is optical must then be read from its overlap with the modes.

Computed values

```
hcp: J in-plane 1.0 mRy, J interplane 0.6 mRy
moment per atom 1.0 mu_B; neighbours per atom 12
optical eigenvalue at Gamma 7.2000 mRy
optical magnon at Gamma 14.4000 mRy = 195.92 meV
precession test: largest magnon difference 1.0e-13 mRy
general q = (0.4, 0.0, 0.1) reciprocal basis units
lambda- 9.3203 mRy, lambda+ 12.3518 mRy
beta 21.732 deg; |J_AB| 1.5158 mRy
alpha=0; w = optical weight (dimensionless)
G     G.tau/deg  eps(G)/mRy  w(G)   eps(q+G)/mRy  w(q+G)
000       0.0      0.0000  0.0000     9.4280     0.0355
100     120.0      5.4000  0.7500    12.0261     0.8926
001     180.0      7.2000  1.0000    12.2441     0.9645
101     300.0      1.8000  0.2500     9.6460     0.1074
110       0.0      0.0000  0.0000     9.4280     0.0355
002       0.0      0.0000  0.0000     9.4280     0.0355
phase-relaxed eps at q+(101): 9.3203 mRy
G restoring the fixed-phase energy: 3 of 18
c axis, q=(0,0,l): l, spiral eps, lambda-, lambda+ (mRy)
0.00    0.0000    0.0000    7.2000
0.25    1.0544    1.0544    6.1456
0.50    3.6000    3.6000    3.6000
0.75    6.1456    1.0544    6.1456
1.00    7.2000    0.0000    7.2000
1.25    6.1456    1.0544    6.1456
2.00    0.0000    0.0000    7.2000
cell-phase eps(q), alpha=0, two choices of atom B: 9.7507, 12.3361 mRy
acoustic amplitudes at q=(1/3,0,0), reused at q+(001):
J in-plane of B 1.0 mRy: optical weight 1.0000
J in-plane of B 0.5 mRy: optical weight 0.6575
electron chain: 24 cells, tau/a 0.3, q/(2pi/a) 0.1667
hoppings 100, 60 mRy; exchange field 200 mRy; 1 electron/cell
ring E(q), alpha=0: -308.5118 mRy/cell
ring E(q+G), alpha=0: -277.9957 mRy/cell
Bloch E(q), alpha=108 deg: -277.9957 mRy/cell
relaxed E(q), E(q+G): -308.8225, -308.8225 mRy/cell
```
